# Fitting a Grating Profile and Finding What Its Spectra Cannot Determine

A least-squares fit of a resist line to its reflectance spectra can reproduce every data point and still report a wall shape that the data never contained. If two wall parameters can be changed against each other without changing the spectra, the fitted value of each is set by the starting point or by rounding errors. A small residual gives no warning. The singular values of the Jacobian do: a zero among them marks a change of the parameters that leaves the spectra unaltered to first order. To judge the small but nonzero ones as well, noise and parameter units must first be put into the Jacobian.

## Two walls and two data, by hand

Take two dimensionless wall parameters \(a_L,a_R\) and two invented signals that do not change when the walls are exchanged:

\[
y_1=a_L+a_R,\qquad y_2=a_La_R .
\]

Let the noise be 1 in each signal and the data be \((2,1)\), which belong to \(a_L=a_R=1\). Start at \((2,2)\). The model gives \((4,4)\), so the residual, model minus data, is \(\mathbf e=(2,3)\), with \(|\mathbf e|^2=13\). The Jacobian is

\[
J=\begin{pmatrix}1&1\\ a_R&a_L\end{pmatrix}=\begin{pmatrix}1&1\\2&2\end{pmatrix},\qquad
J^TJ=\begin{pmatrix}5&5\\5&5\end{pmatrix}.
\]

The eigenvalues of \(J^TJ\) are 10 and 0, so the singular values are \(\sqrt{10}\) and 0. Their parameter directions are \((1,1)/\sqrt2\) and \((1,-1)/\sqrt2\). The data fix the sum of the walls and, to first order, say nothing about their difference.

Levenberg-Marquardt adds a penalty \(\mu|\delta|^2\) to the linearized misfit \(|\mathbf e+J\delta|^2\). Setting the gradient to zero gives \((J^TJ+\mu)\delta=-J^T\mathbf e\). Here \(J^T\mathbf e=(8,8)\), and \(J^TJ\) multiplies \((1,1)\) by 10, hence

\[
\delta=-\frac{8}{10+\mu}(1,1).
\]

For \(\mu\to0\) the new point is \((1.2,1.2)\), its residual is \((0.4,0.44)\), and the misfit falls from 13 to 0.354. The linear model predicted the residual \((0.4,-0.2)\), a misfit of 0.2. The ratio of actual to predicted reduction is \(12.646/12.8=0.988\), so the linear model deserves trust and \(\mu\) may be lowered.

The difference is not wholly invisible. With \(a_L=1+d\), \(a_R=1-d\), the signals are \((2,1-d^2)\). The change per unit \(d^2\) is \(C=(0,-1)\). A change of the sum moves the signals along \((1,1)/\sqrt2\), and can imitate that part of \(C\). Removing it leaves \(C_\perp=(\tfrac12,-\tfrac12)\), of length \(1/\sqrt2\). Thus \(d^2\) has standard deviation \(\sqrt2\), while the sign of \(d\) cannot be found. A real grating has the same structure, for a reason that must be proved from the wave equation.

## The line and its diffraction

The line has height \(h\), mid-height width \(w\), wall runs \(a_L,a_R\) (horizontal distance covered by each wall from foot to top) and real index \(n\). At height fraction \(t\), with 0 at the foot,

\[
x_L=-\tfrac w2+a_L(t-\tfrac12),\qquad x_R=\tfrac w2-a_R(t-\tfrac12).
\]

With mean run \(a=(a_L+a_R)/2\) and lean \(d=(a_L-a_R)/2\), the local width is \(w-2a(t-\tfrac12)\) and the centre is at \(d(t-\tfrac12)\). The lean is therefore the sideways displacement of the top centre relative to the foot centre. The period \(p\), the angle \(\theta\) and the substrate permittivity \(\varepsilon_b\) are known. The plane of incidence is perpendicular to the lines, so TE and TM do not mix.

Use the time factor \(e^{-i\omega t}\), let \(z\) point into the substrate, and measure lengths in the wave equations, here and in later sections, in units of \(1/k_0=\lambda/2\pi\). Magnetic field is scaled so that \(\nabla\times E=iH\) and \(\nabla\times H=-i\varepsilon E\). Cut the line into slices with vertical walls placed at the mid-height of each slice. In a slice, write \(u=\sum_m u_m(z)e^{iK_mx}\), with \(K_m=\sin\theta+m\lambda/p\), and let \([\varepsilon]\) be the matrix with elements \(\varepsilon_{m-n}\). For fill fraction \(f=(x_R-x_L)/p\) and slice centre \(x_c\) (now both in ordinary length units),

\[
\varepsilon_m=\delta_{m0}+(n^2-1)\frac{\sin\pi mf}{\pi m}e^{-2\pi imx_c/p},
\]

where the fraction means \(f\) at \(m=0\).

For TE, \(u=E_y\) and \(v=u'\), where the prime is \(d/dz\). The Helmholtz equation gives \(v'=(K^2-[\varepsilon])u\).

For TM, \(u=H_y\). The curl of \(H\) gives \(u'=i\varepsilon E_x\) and \(\partial_xu=-i\varepsilon E_z\). Define \(v=u'/\varepsilon=iE_x\) and \(\phi=\partial_xu/\varepsilon=-iE_z\). The remaining equation, \(\partial_zE_x-\partial_xE_z=iH_y\), becomes \(v'=-u-\partial_x\phi\). At a vertical wall \(E_z\) is continuous, so \(\varepsilon\phi\) is a product with one jumping factor, and \(iKu=[\varepsilon]\phi\) is the suitable truncated product. But \(E_x\) jumps while \(\varepsilon E_x\) does not. The product to truncate is then \(v=[1/\varepsilon]u'\), whose factor \(u'\) is continuous. Both polarizations have the form

\[
u'=Pv,\qquad v'=Qu,
\]
\[
\text{TE: }P=1,\ Q=K^2-[\varepsilon];\qquad
\text{TM: }P=[1/\varepsilon]^{-1},\ Q=K[\varepsilon]^{-1}K-1 .
\]

Since \(u''=PQu\), solve \(PQW=-Wq^2\) with \(\operatorname{Im}q\ge0\). In a slice of thickness \(D\), with \(z\) measured from its top,

\[
u=W(e^{iqz}\alpha+e^{iq(D-z)}\beta),\quad
v=G(e^{iqz}\alpha-e^{iq(D-z)}\beta),\quad G=P^{-1}Wiq .
\]

No exponential grows. Let \(v=Yu\) at the bottom and \(X=e^{iqD}\). Then \(G(X\alpha-\beta)=YW(X\alpha+\beta)\), and collecting \(\beta\) gives \(\beta=BX\alpha\) with

\[
B=(G+YW)^{-1}(G-YW).
\]

At the top \(u=W(1+XBX)\alpha\) and \(v=G(1-XBX)\alpha\), so

\[
Y_{\rm top}=G(1-XBX)(1+XBX)^{-1}W^{-1}.
\]

Both \(u\) and \(v\) are tangential fields up to constant factors, so \(Y\) passes unchanged through horizontal interfaces. The recursion starts in the substrate with \(Y=iq_b\) for TE or \(iq_b/\varepsilon_b\) for TM, where \(q_b=\sqrt{\varepsilon_b-K^2}\). In air, \(u=\delta+r\) and \(v=iq_a(\delta-r)\), where \(\delta\) is the unit incident order and \(q_a=\sqrt{1-K^2}\). Equating \(v\) with \(Yu\) gives

\[
(iq_a+Y)r=(iq_a-Y)\delta,\qquad R_0=|r_0|^2 .
\]

For a uniform film the calculation agrees with the analytic reflectance to rounding error. For a strongly leaning line at 500 nm it was tested against a separate finite-volume solution, extrapolated in cell size: the reflectances are 0.51964 and 0.51965 in TE, 0.27197 and 0.27187 in TM.

## Why the lean has no first-order signal

Both polarizations obey \(\nabla\cdot(A\nabla u)+bu=0\), with \(A=1,b=\varepsilon\) for TE and \(A=1/\varepsilon,b=1\) for TM. Let \(u_1\) be the solution for incident transverse component \(K_0\), and \(u_2\) that for \(-K_0\), on the same grating. Multiplying each equation by the other solution and subtracting gives

\[
\nabla\cdot[A(u_1\nabla u_2-u_2\nabla u_1)]=0 .
\]

Integrate over one period, from air to substrate. The side contributions cancel because the Bloch factors of \(u_1\) and \(u_2\) are inverse to each other. In the substrate, the integral over \(x\) pairs outgoing orders with opposite \(K\). These have equal \(q_b\), so each pair contributes \(iq_b-iq_b=0\), even with absorption. Reflected orders other than the specular one cancel likewise in air. The specular pair, with \(E=e^{iq_0z}\), \(q_0=\cos\theta\) and amplitudes \(r_0^{(1)},r_0^{(2)}\), leaves

\[
iq_0\big[(E+r_0^{(1)}/E)(E-r_0^{(2)}/E)-(E+r_0^{(2)}/E)(E-r_0^{(1)}/E)\big]
=2iq_0(r_0^{(1)}-r_0^{(2)}).
\]

This must vanish: \(r_0(K_0)=r_0(-K_0)\).

Now reflect the line in \(x\). This exchanges \(a_L\) and \(a_R\), that is, \(d\to-d\), and reverses \(K_0\). Reciprocity undoes the reversal. Therefore

\[
R_0(d)=R_0(-d),\qquad \left.\frac{\partial R_0}{\partial d}\right|_{d=0}=0,
\]

at every angle in this mount, for scalar reciprocal materials. In the calculation, leans of \(+20\) and \(-20\) nm give equal spectra to rounding error, while a lean of 20 nm differs from an upright line with the same mean run by up to 0.020 in reflectance.

At a profile with \(d\ne0\) the slope is generally nonzero, and the Jacobian may have full rank. The two solutions \(\pm d\) remain equally good. Singular values are local and do not reveal this second solution; the symmetry does.

## The general fit

Let \(\xi_j\) be each parameter divided by a declared unit, here 10 nm for lengths and 0.05 for the index. For independent Gaussian noise \(\sigma\), define

\[
\mathbf e=\frac{R_{\rm model}-R_{\rm data}}{\sigma},\qquad
J_{ij}=\frac{\partial e_i}{\partial\xi_j},\qquad J=U\Sigma V^T .
\]

A unit step along \(v_i\) changes the spectrum by \(s_i\) noise standard deviations in norm, to first order. Changing the units changes the nonzero singular values. It cannot remove an exact null direction, since \(J\delta=0\) expresses the same physical change in any units.

Inserting the decomposition into \((J^TJ+\mu)\delta=-J^T\mathbf e\) separates the directions:

\[
\delta=-\sum_i v_i\frac{s_i}{s_i^2+\mu}\,(u_i\cdot\mathbf e).
\]

The iteration is as follows.

1. Compute \(J\) by central differences. If the lean is itself a coordinate, they return zero at \(d=0\), whereas a forward difference with step \(\eta\) returns a false slope proportional to \(\eta\).
2. Omit directions with \(s_i<0.1\) from \(\delta\). As \(\mu\to0\) the factor \(s/(s^2+\mu)\) tends to \(1/s\), which would amplify rounding errors along a numerically null direction.
3. Form the gain \(\gamma\), the actual reduction of \(|\mathbf e|^2\) divided by the predicted one. If \(\gamma>0\), accept and multiply \(\mu\) by \(\max[\tfrac13,1-(2\gamma-1)^3]\). Otherwise multiply \(\mu\) by 4 and try again.
4. Start with \(\mu=10^{-3}s_1^2\) and stop when \(|\delta|<10^{-5}\).

This finds a local minimum within the directions kept. At \(d=0\) the misfit has no slope along the lean, so a symmetric start stays symmetric even if the data favour a lean. The second-order check below therefore belongs to the method.

For the errors, set \(\mu=0\) near the minimum. Noise with unit covariance then moves the estimate along each \(v_i\) by an independent random amount of standard deviation \(1/s_i\). A combination \(c\cdot\xi\) has variance

\[
\operatorname{var}(c\cdot\xi)=\sum_i\frac{(c\cdot v_i)^2}{s_i^2},
\]

summed over the identifiable directions, if \(c\) has no null component. If it has one, no finite linear error exists.

## A fitted line

The model line has \(p=200\) nm, \(h=200\) nm, \(w=100\) nm, \(a_L=a_R=10\) nm and \(n=1.6\), on a substrate of constant index \(4+0.05i\). Incidence is at 65 degrees. Eleven wavelengths from 400 to 800 nm in both polarizations give 22 data with \(\sigma=0.001\). The data were made with 24 slices and 17 Fourier orders, the fit uses 8 and 9. The two discretizations differ by 0.00025 rms in reflectance, a quarter of the noise.

From \(h=190\), \(w=110\), \(a_L=a_R=5\) nm and \(n=1.55\), the misfit falls from 20348 to 379, 18.2 and finally 15.08. Four identifiable directions leave \(22-4=18\) degrees of freedom, so this is an ordinary residual. A separate minimizer restricted to equal wall runs reaches the same point to about \(10^{-7}\) of the declared units.

The singular values are 295, 84.5, 39.6, 16.5 and \(3.9\times10^{-10}\). The last belongs to \((0,0,-0.7071,0.7071,0)\) in the order \(h,w,a_L,a_R,n\): it is the lean, found without having been named. The wall runs have no separate linear error bars, but their mean does. With the lean held at zero, the fit gives

- \(h=199.96\pm0.17\) nm,
- \(w=100.22\pm0.15\) nm,
- \(a=9.85\pm0.39\) nm,
- \(n=1.5979\pm0.0015\).

The weakest identifiable vector, \((0.17,-0.15,0.64,0.64,0.35)\), explains the largest length error. Its contribution to the mean run is \(10\times0.6424/16.5=0.39\) nm, nearly the whole error. Within the four identifiable directions the linear estimate is adequate: a displacement \(v_i/s_i\), averaged over both signs, raises the noise-free misfit by 1.000 in each of the four directions, as \(|Jv_i/s_i|^2=1\) requires.

## The lean at second order

Near \(d=0\) the whitened spectrum changes by \(Cd^2\). Doubling the lean from 3 to 6 nm multiplies the signal by 3.998, close to 4. As in the hand example, the other parameters can absorb the part of \(C\) lying in their signal space. With \(C_\perp\) the remainder, minimizing \(|\mathbf e+C_\perp d^2|^2\) over \(d^2\) gives

\[
\widehat{d^2}=-\frac{C_\perp\cdot\mathbf e}{|C_\perp|^2},\qquad
\operatorname{std}(\widehat{d^2})=\frac1{|C_\perp|}.
\]

The result is \(-106\pm54\) nm². No real lean has a negative square, so the data do not call for one. The value lies two standard deviations below zero; noise and discretization error both enter it, and their shares were not separated. The detection scale is \(\sqrt{54.1}=7.4\) nm: a lean of this size produces a signal of about one standard deviation that the other parameters cannot imitate to first order. The nonlinear model gives 0.995 there. The absorbed part of \(C\) has a cost of its own: an undetected lean biases the other parameters. A true lean of 7.4 nm, fitted with an upright line, shifts the width by about 0.36 nm, more than twice the error quoted above. With \(d^2\) treated as a fifth unknown, the errors grow to 0.21 nm for \(h\), 0.39 nm for \(w\), 0.43 nm for \(a\) and 0.0020 for \(n\). The smaller values hold only if the line is known to be symmetric.

The missing first-order signal can come from another diffraction order. Reciprocity relates the path \(K_0\to K_{-1}\) to \(-K_{-1}\to-K_0\), whereas reflection of the line relates it to \(-K_0\to-K_{-1}\). These coincide for specular reflection, where both labels are \(K_0\), but not for order \(-1\). That order propagates in air when \(\lambda<p(1+\sin\theta)=381\) nm. Adding its TE efficiency at 300, 320 and 340 nm, with the same noise, lifts the smallest singular value to 7.8 and gives the lean a linear error of 0.86 nm. These numbers belong to the constant indices of the model; real resists and substrates absorb and disperse at these wavelengths, which changes the size of the signal but not the symmetry argument.

## A combination that disappears only in a limit

Let the period be so small that \(|K_m|\), for \(m\ne0\), greatly exceeds the refractive indices. The TE equation for order \(m\) then gives \(u_m\approx\varepsilon_mu_0/K_m^2\), with \(K_m\approx m\lambda/p\). Inserting this in the equation for order zero,

\[
u_0''\approx\Big[\sin^2\theta-\varepsilon_0-\Big(\frac p\lambda\Big)^2\sum_{m\ne0}\frac{|\varepsilon_m|^2}{m^2}\Big]u_0,
\qquad \varepsilon_0=1+(n^2-1)f(z).
\]

At leading order TE sees the product \((n^2-1)f(z)\) alone. Multiplying \(w,a_L,a_R\) by \(1+\tau\) and dividing \(n^2-1\) by \(1+\tau\) leaves it unchanged. If the profile is shrunk sideways with the period, the remaining response should scale as \(p^2\). Here \(w=0.5p\) and \(a_L=a_R=0.05p\), with \(h=200\) nm and \(n=1.6\) unchanged. From \(p=40\) to 20 nm it falls by a factor 3.97, and at 20 nm it is 0.0015 of the response to the same width change without index compensation.

TM breaks this degeneracy. At leading order \(v_0=\langle1/\varepsilon\rangle u_0'\), where \(\langle1/\varepsilon\rangle=1-f(n^2-1)/n^2\). Its numerator is fixed along the path, but \(n^2\) in the denominator is not. The corresponding response ratio at 20 nm is 0.76.

The 200 nm grating is outside this limit, and its four identifiable directions survive even with TE data alone, where the weakest has singular value 10.6. Adding TM raises the weakest to 16.5. More data at fixed noise cannot lower any singular value, because they add a nonnegative term to \(|J\delta|^2\) for every \(\delta\). They can leave a zero at zero, as TM does for the lean. The numerical output below lists the computed values for the gratings.

## Calculated quantities

```
film test, largest reflectance error: 6.1e-15
TE at 500 nm: modal R 0.51964, grid R 0.51965
TM at 500 nm: modal R 0.27197, grid R 0.27187
lean +20 vs -20 nm, largest R change: 6.2e-15
same mirror test on the grid, TM: 5.8e-15
lean 20 vs 0 nm, largest R change: 2.02e-02
data points: 22, noise in R: 0.0010
rms discretization error in R: 2.53e-04
start h,w,aL,aR (nm), n: 190.00 110.00 5.00 5.00 1.55
accepted step 0: chi-square 20348.2994
accepted step 1: chi-square 378.5653
accepted step 2: chi-square 18.2490
accepted step 3: chi-square 15.0829
accepted step 4: chi-square 15.0815
accepted step 5: chi-square 15.0815
accepted steps in all: 5, final 15.0815
chi-square of true parameters in fit model: 19.8671
largest scaled difference from MINPACK: 1.0e-07
singular values TE+TM: 295 84.5 39.6 16.5 3.89e-10
singular values TE only: 285 83.7 18 10.6 1.46e-10
null vector (scaled): 0.0000 0.0000 -0.7071 0.7071 -0.0000
weakest identifiable: 0.1747 -0.1505 0.6424 0.6424 0.3486
height (nm): 199.9648 +- 0.1741, true 200.0000
width (nm): 100.2222 +- 0.1503, true 100.0000
mean wall run (nm): 9.8478 +- 0.3932, true 10.0000
resist index: 1.5979 +- 0.0015, true 1.6000
fitted lean: -9.6e-12 nm
misfit rise at one std: 1.0000 1.0000 1.0000 1.0002
signal ratio, lean 6 nm to 3 nm: 3.9982
lean squared: -106.4 +- 54.1 nm^2
lean detection scale: 7.36 nm
nonlinear projected signal there: 0.995 std
period 40 nm, compensated/uncompensated response: TE 5.80e-03, TM 0.768
period 20 nm, compensated/uncompensated response: TE 1.46e-03, TM 0.760
TE compensated response, period 40 to 20 nm: 3.973
-1 order at 300, 320, 340 nm: R = 0.10598 0.11372 0.16506
singular values with -1 order: 300 88.2 47.8 30 7.83
linear lean error with -1 order: 0.858 nm
```
